**Jellium bandwidth with PBE0 and HSE06 exchange**

For unpolarised jellium the occupied bandwidth is W = k_F²/2 + a(k_F/π)g(λ), where k_F is the Fermi wavenumber, a the fraction of Fock exchange, ω the screening parameter and λ = ω/k_F; PBE0 has g = 1 and HSE06 has 0 < g < 1. The program asserts that the closed-form self-energies agree with real-space quadrature for several values of ω, and with an explicit sum over occupied plane waves for the HSE06 interaction. It also asserts the slope formula against finite differences, the rise of the self-energy across the occupied band, the bounds and monotonic fall of g on a scan, and its strong-screening limit by symbolic series. The mixing fractions and ω are read from libxc, which also serves to test that the gradient term of the semilocal potential fades at small gradients. At r_s = 3.93 bohr the output gives 3.24 eV for free electrons, 3.83 eV for HSE06 and 4.30 eV for PBE0. The measured width of sodium, about 2.6 eV, is a rough input and not a computed result. Matching it would take a negative fraction of exchange with either functional.

## Verification by program

```python
# Occupied bandwidth of unpolarised jellium with hybrid-functional exchange.
# Result under test (Hartree atomic units):
#   W = kF^2/2 + a*(kF/pi)*g(lam),   lam = omega/kF,
#   g = 1 - sqrt(pi)*lam*(2*erf(1/(2*lam)) - erf(1/lam))
#         - lam^2*(1 - exp(-1/lam^2)),     g = 1 for omega = 0,
# and 0 < g < 1, so that W(PBE0) > W(HSE06) > kF^2/2.
# Symbols: kF Fermi wavenumber, a fraction of Fock exchange, omega range
# parameter of the screened interaction erfc(omega*r)/r, Sigma(k) the
# exchange self-energy for a = 1, rs the Wigner-Seitz radius.
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.special import erf, erfc, spherical_jn
from pyscf import dft

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def fermi_wavenumber(rs):
    return (9 * np.pi / 4) ** (1 / 3) / rs


# ---------- derived closed forms ----------
def sigma_bottom(kF, omega):
    if omega == 0:
        return -2 * kF / np.pi
    return -2 / np.pi * (kF - np.sqrt(np.pi) * omega * erf(kF / (2 * omega)))


def sigma_fermi(kF, omega):
    if omega == 0:
        return -kF / np.pi
    return -(kF - np.sqrt(np.pi) * omega * erf(kF / omega)
             - omega**2 / kF * np.expm1(-(kF / omega) ** 2)) / np.pi


def g_factor(lam):
    return (1 - np.sqrt(np.pi) * lam * (2 * erf(0.5 / lam) - erf(1 / lam))
            + lam**2 * np.expm1(-1 / lam**2))


# ---------- independent road: real-space integral ----------
# Panels of length pi in kF*r; the cutoff is a node of sin(kF*r), where the
# slowly decaying tail of the unscreened integral at k = 0 integrates to zero.
nodes, weights = np.polynomial.legendre.leggauss(12)
panel_starts = np.pi * np.arange(700)
X = (panel_starts[:, None] + np.pi * (nodes + 1) / 2).ravel()
WX = np.tile(np.pi * weights / 2, 700)
J1 = spherical_jn(1, X)


def sigma_real_space(k, kF, omega):
    r = X / kF
    density_matrix = kF**3 / (2 * np.pi**2) * J1 / X      # one spin
    interaction = erfc(omega * r) / r
    plane_wave = np.sinc(k * r / np.pi)                   # angular average
    integrand = 4 * np.pi * r**2 * density_matrix * interaction * plane_wave
    return -np.sum(WX / kF * integrand)


def interaction_q(q, omega):
    bare = 4 * np.pi / q**2
    return bare if omega == 0 else -bare * np.expm1(-q**2 / (4 * omega**2))


# ---------- parameters of the published functionals, from libxc ----------
numint = dft.numint.NumInt()
omega_pbe0, _, a_pbe0 = numint.rsh_and_hybrid_coeff("PBE0")
omega_hse, long_range_hse, a_hse = numint.rsh_and_hybrid_coeff("HSE06")
assert abs(omega_pbe0) < 1e-12 and abs(long_range_hse) < 1e-12
assert abs(a_pbe0 - a_hse) < 1e-12

rs = 3.93                 # input: valence density of cold sodium
rs_warm = 4.00            # input: slightly lower density for comparison
measured_eV = 2.6         # input: rough recalled photoemission width
kF = fermi_wavenumber(rs)
density = 3 / (4 * np.pi * rs**3)
lam = omega_hse / kF

# Fermi sphere with two spins holds the density
assert abs(2 * (4 * np.pi * kF**3 / 3) / (2 * np.pi) ** 3 - density) < 1e-12

# closed self-energies against real-space quadrature, several ranges
for om in (0.0, 0.03, omega_hse, 0.4, 1.0):
    assert abs(sigma_real_space(0.0, kF, om) - sigma_bottom(kF, om)) < 1e-6
    assert abs(sigma_real_space(kF, kF, om) - sigma_fermi(kF, om)) < 1e-6

# g against the quadrature difference
difference = (sigma_real_space(kF, kF, omega_hse)
              - sigma_real_space(0.0, kF, omega_hse))
assert abs(difference - kF / np.pi * g_factor(lam)) < 1e-6

# closed self-energies against an explicit sum over occupied plane waves;
# the tolerance covers the ragged edge of the sphere on the lattice
half = 40
step = kF / half
axis = (np.arange(-half, half) + 0.5) * step
kx, ky, kz = np.meshgrid(axis, axis, axis, indexing="ij")
inside = kx**2 + ky**2 + kz**2 < kF**2
occupied = np.stack([kx[inside], ky[inside], kz[inside]], axis=1)
direction = np.array([1.0, 2.0, 2.0]) / 3
for k, closed in ((0.0, sigma_bottom(kF, omega_hse)),
                  (kF, sigma_fermi(kF, omega_hse))):
    q = np.linalg.norm(occupied - k * direction, axis=1)
    lattice = -np.sum(interaction_q(q, omega_hse)) * (step / (2 * np.pi)) ** 3
    assert abs(lattice / closed - 1) < 1e-2

# slope formula against finite differences of the real-space self-energy
mu, w_mu = np.polynomial.legendre.leggauss(200)
for om in (0.0, omega_hse):
    for k in (0.3 * kF, 0.6 * kF):
        q = np.sqrt(k**2 + kF**2 + 2 * k * kF * mu)
        slope = -kF**2 / (4 * np.pi**2) * np.sum(
            w_mu * mu * interaction_q(q, om))
        h = 0.01 * kF
        numeric = (sigma_real_space(k + h, kF, om)
                   - sigma_real_space(k - h, kF, om)) / (2 * h)
        assert slope > 0 and abs(slope - numeric) < 2e-3

# self-energy rises throughout the occupied band
for om in (0.0, omega_hse):
    curve = [sigma_real_space(k, kF, om) for k in np.linspace(0, kF, 21)]
    assert np.all(np.diff(curve) > 0)

# g lies between 0 and 1 and falls with the range parameter
scan = g_factor(np.linspace(0.01, 5, 400))
assert np.all(scan > 0) and np.all(scan < 1) and np.all(np.diff(scan) < 0)

# large omega: g -> u^4/48 with u = 1/lam (both sides multiplied by u^2)
u = sp.symbols("u", positive=True)
g_u2 = (u**2 - sp.sqrt(sp.pi) * u * (2 * sp.erf(u / 2) - sp.erf(u))
        - (1 - sp.exp(-u**2)))
leading = sp.series(g_u2, u, 0, 8).removeO()
assert sp.simplify(leading - u**6 / 48) == 0

# semilocal parts: the gradient term of the potential fades with the gradient
for name in ("PBE0", "HSE06"):
    for s in (0.1, 0.03, 0.01):
        gradient = 2 * kF * density * s
        rho = np.array([[density], [gradient], [0.0], [0.0]])
        exc, vxc = dft.libxc.eval_xc(name, rho, spin=0, deriv=1)[:2]
        flux = 2 * vxc[1][0] * gradient
        assert np.isfinite(flux) and abs(flux) < s * abs(exc[0]) / kF


# ---------- worked example ----------
def widths(k_fermi):
    free = k_fermi**2 / 2
    bare = sigma_fermi(k_fermi, 0) - sigma_bottom(k_fermi, 0)
    short = sigma_fermi(k_fermi, omega_hse) - sigma_bottom(k_fermi, omega_hse)
    return free, free + a_pbe0 * bare, free + a_hse * short, free + bare


free, pbe0, hse, hf = widths(kF)
warm = widths(fermi_wavenumber(rs_warm))
for w in ((free, pbe0, hse), warm[:3]):
    assert w[1] > w[2] > w[0] > measured_eV / HARTREE_EV
measured = measured_eV / HARTREE_EV
a_needed_bare = (measured - free) / (hf - free)
a_needed_short = (measured - free) / ((hse - free) / a_hse)
assert a_needed_bare < 0 and a_needed_short < 0


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("input Wigner-Seitz radius rs", rs, "bohr", 2)
show("input fraction of Fock exchange a", a_hse, "", 2)
show("input HSE06 range parameter omega", omega_hse, "1/bohr", 2)
show("input rough measured width of sodium", measured_eV, "eV", 1)
show("Fermi wavenumber kF", kF, "1/bohr")
show("lambda = omega/kF", lam, "")
show("erf(1/(2 lambda))", erf(0.5 / lam), "")
show("erf(1/lambda)", erf(1 / lam), "", 6)
show("sqrt(pi)*lambda", np.sqrt(np.pi) * lam, "")
show("lambda^2*(1-exp(-1/lambda^2))", -lam**2 * np.expm1(-1 / lam**2), "")
show("g(lambda)", g_factor(lam), "")
show("unscreened Sigma(0)", sigma_bottom(kF, 0), "hartree")
show("unscreened Sigma(kF)", sigma_fermi(kF, 0), "hartree")
show("screened Sigma(0)", sigma_bottom(kF, omega_hse), "hartree")
show("screened Sigma(kF)", sigma_fermi(kF, omega_hse), "hartree")
show("PBE0 widening", pbe0 - free, "hartree")
show("HSE06 widening", hse - free, "hartree")
for label, value in (("free-electron", free), ("PBE0", pbe0),
                     ("HSE06", hse), ("full Hartree-Fock", hf)):
    show(f"{label} width", value, "hartree")
    show(f"{label} width", value * HARTREE_EV, "eV", 2)
show("PBE0 width / free-electron width", pbe0 / free, "", 3)
show("HSE06 width / free-electron width", hse / free, "", 3)
show("fraction a needed, unscreened exchange (rough)", a_needed_bare, "", 2)
show("fraction a needed, screened exchange (rough)", a_needed_short, "", 2)
show("comparison radius rs", rs_warm, "bohr", 2)
show("free-electron width there", warm[0] * HARTREE_EV, "eV", 2)
show("PBE0 width there", warm[1] * HARTREE_EV, "eV", 2)
show("HSE06 width there", warm[2] * HARTREE_EV, "eV", 2)
print("all tests passed")
```

Printed output:

```
input Wigner-Seitz radius rs: 3.93 bohr
input fraction of Fock exchange a: 0.25
input HSE06 range parameter omega: 0.11 1/bohr
input rough measured width of sodium: 2.6 eV
Fermi wavenumber kF: 0.4883 1/bohr
lambda = omega/kF: 0.2253
erf(1/(2 lambda)): 0.9983
erf(1/lambda): 1.000000
sqrt(pi)*lambda: 0.3993
lambda^2*(1-exp(-1/lambda^2)): 0.0507
g(lambda): 0.5514
unscreened Sigma(0): -0.3109 hartree
unscreened Sigma(kF): -0.1554 hartree
screened Sigma(0): -0.1870 hartree
screened Sigma(kF): -0.1013 hartree
PBE0 widening: 0.0389 hartree
HSE06 widening: 0.0214 hartree
free-electron width: 0.1192 hartree
free-electron width: 3.24 eV
PBE0 width: 0.1581 hartree
PBE0 width: 4.30 eV
HSE06 width: 0.1407 hartree
HSE06 width: 3.83 eV
full Hartree-Fock width: 0.2747 hartree
full Hartree-Fock width: 7.47 eV
PBE0 width / free-electron width: 1.326
HSE06 width / free-electron width: 1.180
fraction a needed, unscreened exchange (rough): -0.15
fraction a needed, screened exchange (rough): -0.28
comparison radius rs: 4.00 bohr
free-electron width there: 3.13 eV
PBE0 width there: 4.17 eV
HSE06 width there: 3.70 eV
all tests passed
```
